# One effective phonon for several polar modes: Hellwarth-Biaggio schemes and Boltzmann mobility: test program

```python
# Result under test: the Hellwarth-Biaggio A and B schemes replace several polar
# LO modes by one effective mode. Both keep S = sum p_j E_j^2. Scheme A also keeps
# sum p_j E_j coth(E_j/2kT); scheme B also keeps the Pekar factor sum p_j.
# They are compared with the full multimode linearized Boltzmann equation.
# E_j: LO energy (meV); p_j: share of 1/eps_inf - 1/eps_static; T: temperature (K);
# mobility in cm^2/Vs; tau: relaxation function of the electron energy.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import gamma

q_e, hbar, eps_vac = const.e, const.hbar, const.epsilon_0
MEV = 1e-3 * q_e
K_MEV = const.k / MEV
MASS = 0.15 * const.m_e
EPS_INF = 5.0
modes = np.array([4.0, 10.0, 14.0])
pekar = np.array([0.03, 0.05, 0.08])
STEP = 2.0


def frohlich_alpha(energy, share, mass=MASS):
    speed = q_e**2 / (4 * np.pi * eps_vac * hbar)
    return share * speed * np.sqrt(mass / (2 * energy * MEV))


def occupation(energy, T):
    return 1 / np.expm1(energy / (K_MEV * T))


def log_factor(E, Ef):
    return 2 * np.arctanh(np.sqrt(np.minimum(E, Ef) / np.maximum(E, Ef)))


def out_rate(E, Ef, energy, share, number, mass=MASS):
    strength = frohlich_alpha(energy, share, mass) * energy * MEV / hbar
    return strength * np.sqrt(energy / E) * number * log_factor(E, Ef)


def in_rate(E, Ef, energy, share, number, mass=MASS):
    strength = frohlich_alpha(energy, share, mass) * energy * MEV / hbar
    angular = (E + Ef) / (2 * np.sqrt(E * Ef)) * log_factor(E, Ef) - 1
    return strength * np.sqrt(energy / E) * number * np.sqrt(Ef / E) * angular


def mobility(energies, shares, T, step, mass=MASS, nodes=24):
    """Solve the Boltzmann equation on ladders E = (n + offset) * step."""
    energies, shares = np.atleast_1d(energies), np.atleast_1d(shares)
    jumps = np.rint(energies / step).astype(int)
    assert np.allclose(jumps * step, energies)
    kT = K_MEV * T
    size = int((25 * kT + 3 * energies.max()) / step) + 2
    band = jumps.max()
    points, weights = np.polynomial.legendre.leggauss(nodes)
    total = 0.0
    for u, w in zip((points + 1) / 2, weights / 2):
        E = (np.arange(size) + u * u) * step
        diagonal = np.zeros(size)
        matrix = np.zeros((2 * band + 1, size))
        for en, sh, m in zip(energies, shares, jumps):
            N = occupation(en, T)
            diagonal += out_rate(E, E + en, en, sh, N, mass)
            diagonal[m:] += out_rate(E[m:], E[:-m], en, sh, N + 1, mass)
        for en, sh, m in zip(energies, shares, jumps):
            N = occupation(en, T)
            up = in_rate(E[:-m], E[m:], en, sh, N, mass)
            down = in_rate(E[m:], E[:-m], en, sh, N + 1, mass)
            matrix[band - m, m:] -= up / diagonal[:-m]
            matrix[band + m, :-m] -= down / diagonal[m:]
        matrix[band] += 1
        tau = solve_banded((band, band), matrix, 1 / diagonal)
        x = E / kT
        total += w * 2 * u * step / kT * np.sum(x**1.5 * np.exp(-x) * tau)
    return q_e / mass * total / gamma(2.5) * 1e4


def scheme_B(energies, shares):
    S = np.sum(shares * energies**2)
    return np.sqrt(S / np.sum(shares)), np.sum(shares)


def scheme_A(energies, shares, T):
    S = np.sum(shares * energies**2)
    value = lambda en: 1 / (en * np.tanh(en / (2 * K_MEV * T)))
    target = np.sum(shares * energies**2 * value(energies)) / S
    en = brentq(lambda y: value(y) - target, energies.min(), energies.max(),
                xtol=1e-12)
    return en, S / en**2


# Dielectric function: rebuild it from TO poles and check both sum rules.
S_total = np.sum(pekar * modes**2)
inverse_eps = lambda y: 1 / EPS_INF - np.sum(pekar * modes**2 / (modes**2 - y))
edges = np.concatenate(([0.0], modes**2))
to_sq = np.array([brentq(inverse_eps, a + 1e-9, b - 1e-9, xtol=1e-13)
                  for a, b in zip(edges[:-1], edges[1:])])
to_strength = np.array([1 / np.sum(pekar * modes**2 / (modes**2 - y)**2)
                        for y in to_sq])
eps_static = EPS_INF + np.sum(to_strength / to_sq)
assert abs(1 / EPS_INF - 1 / eps_static - pekar.sum()) < 1e-8
assert abs(to_strength.sum() / EPS_INF**2 / S_total - 1) < 1e-8


# Imaginary-time kernel from an explicit sum over oscillator number states.
def kernel(t, energies, shares, T):
    n = np.arange(600)
    result = 0.0
    for en, sh in zip(np.atleast_1d(energies), np.atleast_1d(shares)):
        prob = np.exp(-n * en / (K_MEV * T))
        prob /= prob.sum()
        result += sh * en * np.sum(prob * ((n + 1) * np.exp(-en * t)
                                           + n * np.exp(en * t)))
    return result


def kernel_features(energies, shares, T):
    beta = 1 / (K_MEV * T)
    h = 1e-3 * beta
    d0, d1, d2 = [kernel(i * h, energies, shares, T) for i in range(3)]
    area = quad(kernel, 0, beta, args=(energies, shares, T), epsabs=1e-11)[0]
    return np.array([d0, (-3 * d0 + 4 * d1 - d2) / (2 * h), area])


E_B, p_B = scheme_B(modes, pekar)
full_features = kernel_features(modes, pekar, 100.0)
ratio_A = kernel_features(*scheme_A(modes, pekar, 100.0), 100.0) / full_features
ratio_B = kernel_features(E_B, p_B, 100.0) / full_features
assert np.all(abs(ratio_A[[0, 1]] - 1) < 1e-5)
assert np.all(abs(ratio_B[[1, 2]] - 1) < 1e-5)
assert abs(ratio_A[2] - 1) > 1e-4 and abs(ratio_B[0] - 1) > 1e-4


# Golden rule by angular quadrature in SI units, absorption and emission.
def golden_rule(E, Ef, energy, share, number, returning):
    k, kf = [np.sqrt(2 * MASS * x * MEV) / hbar for x in (E, Ef)]
    def integrand(c):
        coupling = q_e**2 * energy * MEV * share / (2 * eps_vac)
        coupling /= k * k + kf * kf - 2 * k * kf * c
        return coupling * (kf / k * c if returning else 1.0)
    angle = quad(integrand, -1, 1, epsabs=0, epsrel=1e-10, limit=200)[0]
    return 2 * np.pi / hbar * number * MASS * kf / hbar**2 * angle / (4 * np.pi**2)


for Ef_test, number in ((50.0, 2.0), (30.0, 3.0)):
    args = (40.0, Ef_test, 10.0, 0.05, number)
    assert abs(golden_rule(*args, False) / out_rate(*args) - 1) < 1e-7
    assert abs(golden_rule(*args, True) / in_rate(*args) - 1) < 1e-7


# Independent transport solution: random flights in equilibrium, Einstein relation.
def monte_carlo(T, duration=2.5e-12, particles=10000):
    rng = np.random.default_rng(7)
    u = rng.normal(size=(3, particles)) * np.sqrt(K_MEV * T / 2)
    position = np.zeros_like(u)
    left = np.full(particles, duration)
    number = occupation(modes, T)
    while left.max() > 0:
        E = np.sum(u * u, axis=0)
        finals = np.array([E + en for en in modes]
                          + [np.maximum(E - en, 0) for en in modes])
        rates = np.array([out_rate(E, finals[i], modes[i % 3], pekar[i % 3],
                                   number[i % 3] + (i >= 3)) for i in range(6)])
        cumulative = np.cumsum(rates, axis=0)
        flight = np.minimum(rng.exponential(size=particles) / cumulative[-1], left)
        position += u * flight
        left -= flight
        pick = np.sum(cumulative < rng.random(particles) * cumulative[-1], axis=0)
        Ef = finals[np.minimum(pick, 5), np.arange(particles)]
        a = (E + Ef) / (2 * np.sqrt(E * Ef))
        cosine = a - (a + 1) * ((a - 1) / (a + 1))**rng.random(particles)
        cosine = np.clip(cosine, -1, 1)
        axis = u / np.sqrt(E)
        side = rng.normal(size=u.shape)
        side -= axis * np.sum(axis * side, axis=0)
        side /= np.sqrt(np.sum(side**2, axis=0))
        u = np.sqrt(Ef) * (cosine * axis + np.sqrt(1 - cosine**2) * side)
    diffusion = np.mean(position**2) * 2 * MEV / MASS / (2 * duration)
    return q_e * diffusion / (const.k * T) * 1e4


mu_300 = mobility(modes, pekar, 300.0, STEP)
mu_mc = monte_carlo(300.0)
# Sampling error is about 0.8 percent; finite duration adds about 1 percent.
assert abs(mu_mc / mu_300 - 1) < 0.04
mu_fine = mobility(modes, pekar, 300.0, STEP / 2, nodes=16)
assert abs(mu_fine / mu_300 - 1) < 1e-4

# Hot and cold limits; remaining deviations are of order E_j/kT squared or kT/E_1.
alpha = frohlich_alpha(modes, pekar)
omega = modes * MEV / hbar
T_hot, T_cold = 6000.0, 1.0
mu_hot = mobility(modes, pekar, T_hot, STEP)
hot_rate = np.sum(2 * alpha * omega * np.sqrt(K_MEV * T_hot / modes))
hot_formula = q_e / MASS * gamma(3) / gamma(2.5) / hot_rate * 1e4
hot_B = mobility(E_B, p_B, T_hot, E_B)
E_hot_A, p_hot_A = scheme_A(modes, pekar, T_hot)
hot_A = mobility(E_hot_A, p_hot_A, T_hot, E_hot_A)
assert abs(mu_hot / hot_formula - 1) < 0.01
assert abs(hot_B / mu_hot - 1) < 0.003 and abs(hot_A / mu_hot - 1) < 0.003
mu_cold = mobility(modes, pekar, T_cold, STEP)
cold_rate = np.sum(2 * alpha * omega * occupation(modes, T_cold))
cold_formula = q_e / MASS / cold_rate * 1e4
assert abs(mu_cold / cold_formula - 1) < 0.05

# Scheme comparison over temperature.
rows = []
for T in (50.0, 100.0, 200.0, 300.0, 400.0):
    E_A, p_A = scheme_A(modes, pekar, T)
    assert E_A >= E_B and p_A <= p_B
    full = mobility(modes, pekar, T, STEP)
    rows.append((T, E_A, p_A, full, mobility(E_A, p_A, T, E_A),
                 mobility(E_B, p_B, T, E_B)))
error_A = {r[0]: r[4] / r[3] - 1 for r in rows}
error_B = {r[0]: r[5] / r[3] - 1 for r in rows}
assert abs(error_A[300.0]) < 0.1 and abs(error_B[300.0]) < 0.1
assert error_B[50.0] > 0.1 and error_B[50.0] > abs(error_B[300.0])

# Cause of the cold failure: repeat the reduction without the soft mode.
E_hard, p_hard = scheme_B(modes[1:], pekar[1:])
hard_error = (mobility(E_hard, p_hard, 50.0, E_hard)
              / mobility(modes[1:], pekar[1:], 50.0, STEP) - 1)
assert abs(hard_error) < error_B[50.0]

single = np.array([mobility(en, sh, 300.0, en) for en, sh in zip(modes, pekar)])
matthiessen = 1 / np.sum(1 / single)
assert matthiessen >= mu_300

# Sizes of neglected effects at 300 K, with rough auxiliary parameters.
T = 300.0
kT = const.k * T
tau_mean = mu_300 * 1e-4 * MASS / q_e
broadening = hbar / tau_mean / kT
alpha_B = frohlich_alpha(E_B, p_B)
stiffness, deformation, gap_meV = 30e9, 3.0 * q_e, 1600.0
dos_kT = (2 * MASS)**1.5 * np.sqrt(kT) / (4 * np.pi**2 * hbar**3)
acoustic_rate = 2 * np.pi * deformation**2 * kT * dos_kT / (hbar * stiffness)
mu_acoustic = q_e / MASS * gamma(2) / gamma(2.5) / acoustic_rate * 1e4
density = 1e22
eps_s = eps_static * eps_vac
debye_sq = eps_s * kT / (q_e**2 * density)
E_imp = 3 * kT
g2 = 8 * MASS * E_imp * debye_sq / hbar**2
impurity_rate = density * q_e**4 * (np.log1p(g2) - g2 / (1 + g2))
impurity_rate /= 16 * np.sqrt(2) * np.pi * eps_s**2 * np.sqrt(MASS) * E_imp**1.5
N_c = 2 * (MASS * kT / (2 * np.pi * hbar**2))**1.5
plasmon = hbar * np.sqrt(density * q_e**2 / (EPS_INF * eps_vac * MASS)) / MEV
field = 0.1 * np.sqrt(3 * kT / MASS) / (mu_300 * 1e-4) / 1e5
heavy = mobility(modes, pekar, T, STEP, mass=1.1 * MASS)
soft_low = mobility(np.array([2.0, 10.0, 14.0]), pekar, T, STEP)
soft_high = mobility(np.array([6.0, 10.0, 14.0]), pekar, T, STEP)

print(f"mass {MASS / const.m_e:.2f} m_e; eps_inf {EPS_INF:.1f}; "
      f"eps_static {eps_static:.2f}")
for en, sh, al, mu in zip(modes, pekar, alpha, single):
    print(f"LO {en:.0f} meV: p {sh:.2f}, S {sh * en**2:.2f} meV^2, "
          f"alpha {al:.3f}, mu alone 300 K {mu:.1f} cm2/Vs")
print("TO energies (meV):", np.round(np.sqrt(to_sq), 3))
print(f"sum p {pekar.sum():.3f}; sum S {S_total:.3f} meV^2")
print(f"scheme B: energy {E_B:.3f} meV, alpha {alpha_B:.3f}")
print("kernel ratios effective/full at 100 K: value, slope, integral")
print("  A:", np.round(ratio_A, 5), " B:", np.round(ratio_B, 5))
for temp in (50.0, 300.0):
    mid = 0.5 / (K_MEV * temp)
    ratio = kernel(mid, E_B, p_B, temp) / kernel(mid, modes, pekar, temp)
    print(f"kernel midpoint ratio B/full at {temp:.0f} K: {ratio:.4f}")
print("T(K) | E_A(meV) | p_A | mu full, A, B (cm2/Vs) | errors A, B (%)")
for temp, en, sh, full, mua, mub in rows:
    print(f"{temp:.0f} | {en:.3f} | {sh:.4f} | {full:.1f}, {mua:.1f}, {mub:.1f}"
          f" | {100 * error_A[temp]:+.2f}, {100 * error_B[temp]:+.2f}")
print(f"kT at 300 K: {K_MEV * T:.2f} meV")
print(f"Monte Carlo mobility 300 K: {mu_mc:.1f} cm2/Vs")
print(f"Matthiessen mobility 300 K: {matthiessen:.1f} cm2/Vs")
print(f"B error at 50 K without soft mode: {100 * hard_error:+.2f} %")
print(f"B energy without soft mode: {E_hard:.3f} meV")
print(f"6000 K test: full/formula {mu_hot / hot_formula:.5f}, "
      f"A/full {hot_A / mu_hot:.5f}, B/full {hot_B / mu_hot:.5f}")
print(f"1 K test: full/cold formula {mu_cold / cold_formula:.4f}")
print("Neglected effects at 300 K:")
print(f"mean tau {tau_mean * 1e15:.2f} fs; hbar/(tau kT) {broadening:.2f}")
print(f"weak-coupling polaron mass increase alpha_B/6: {alpha_B / 6:.3f}")
print(f"acoustic inputs: {stiffness / 1e9:.0f} GPa, {deformation / q_e:.1f} eV")
print(f"acoustic-only mobility: {mu_acoustic:.0f} cm2/Vs")
print(f"carrier and impurity density used: {density / 1e6:.1e} cm^-3")
print(f"impurity rate at 3kT times mean tau: {impurity_rate * tau_mean:.4f}")
print(f"density / effective density of states: {density / N_c:.5f}")
print(f"plasmon energy: {plasmon:.2f} meV")
print(f"gap used {gap_meV:.0f} meV; two-band mass increase at 2.5kT: "
      f"{100 * 5 * K_MEV * T / gap_meV:.1f} %")
print(f"field for drift = 0.1 thermal speed: {field:.2f} kV/cm")
print(f"mobility change for 10% heavier mass: {100 * (heavy / mu_300 - 1):+.2f} %")
print(f"soft mode at 2 or 6 meV, same p: mobility {soft_low:.1f}, "
      f"{soft_high:.1f} cm2/Vs")
print("tests ok")
```

It prints:

```
mass 0.15 m_e; eps_inf 5.0; eps_static 25.00
LO 4 meV: p 0.03, S 0.48 meV^2, alpha 0.678, mu alone 300 K 837.1 cm2/Vs
LO 10 meV: p 0.05, S 5.00 meV^2, alpha 0.714, mu alone 300 K 502.9 cm2/Vs
LO 14 meV: p 0.08, S 15.68 meV^2, alpha 0.966, mu alone 300 K 321.2 cm2/Vs
TO energies (meV): [ 2.873  7.217 12.077]
sum p 0.160; sum S 21.160 meV^2
scheme B: energy 11.500 meV, alpha 2.131
kernel ratios effective/full at 100 K: value, slope, integral
  A: [1.     1.     0.9989]  B: [1.00096 1.      1.     ]
kernel midpoint ratio B/full at 50 K: 0.9859
kernel midpoint ratio B/full at 300 K: 1.0000
T(K) | E_A(meV) | p_A | mu full, A, B (cm2/Vs) | errors A, B (%)
50 | 11.572 | 0.1580 | 1126.2, 2189.0, 2126.5 | +94.37, +88.82
100 | 11.506 | 0.1598 | 366.5, 426.1, 425.4 | +16.27, +16.08
200 | 11.500 | 0.1600 | 199.1, 203.3, 203.3 | +2.13, +2.12
300 | 11.500 | 0.1600 | 157.2, 158.1, 158.1 | +0.56, +0.55
400 | 11.500 | 0.1600 | 135.4, 135.7, 135.7 | +0.20, +0.19
kT at 300 K: 25.85 meV
Monte Carlo mobility 300 K: 157.2 cm2/Vs
Matthiessen mobility 300 K: 158.8 cm2/Vs
B error at 50 K without soft mode: +25.65 %
B energy without soft mode: 12.613 meV
6000 K test: full/formula 0.99967, A/full 0.99999, B/full 0.99999
1 K test: full/cold formula 1.0323
Neglected effects at 300 K:
mean tau 13.41 fs; hbar/(tau kT) 1.90
weak-coupling polaron mass increase alpha_B/6: 0.355
acoustic inputs: 30 GPa, 3.0 eV
acoustic-only mobility: 23373 cm2/Vs
carrier and impurity density used: 1.0e+16 cm^-3
impurity rate at 3kT times mean tau: 0.0004
density / effective density of states: 0.00686
plasmon energy: 4.29 meV
gap used 1600 meV; two-band mass increase at 2.5kT: 8.1 %
field for drift = 0.1 thermal speed: 19.18 kV/cm
mobility change for 10% heavier mass: -13.32 %
soft mode at 2 or 6 meV, same p: mobility 157.0, 157.5 cm2/Vs
tests ok
```
